# Parabolic Consumption of a Metal Barrier: Lifetime and First Correction: a numerical check

```python
"""Lifetime of a sacrificial metal barrier consumed by a growing compound.

Result under test: tau = h**2/k, hence tau(h/2) = tau(h)/4, when growth is
controlled by diffusion from the start and no product is present initially.
h: initial metal thickness; k: consumption constant, consumed**2 = k*time.
K: product constant, product**2 = K*time; r: product/metal volume ratio.
D: diffusivity of overlayer atoms A in the product MA_n.
delta: mobile excess of A at the overlayer side / bound density of A.
kappa: interface rate coefficient, front speed = kappa * excess at front.
Lengths are in nm, times in s. The reference calculation solves the diffusion
equation on a domain with a moving front; it does not assume a parabolic law.
"""
import numpy as np
from scipy.integrate import solve_ivp


def moving_front(x_start, x_end, diffusivity, excess, kappa=np.inf, cells=30):
    """Return time and A uptake (as equivalent product thickness).

    The front position x is the independent variable; y = z/x is the
    scaled depth. The excess at y=0 is fixed.
    """
    y = np.linspace(0.0, 1.0, cells + 1)
    dy = y[1]

    def rates(x, state):
        u = np.empty(cells + 1)
        u[0] = excess
        u[1:-1] = state[:cells - 1]
        g = diffusivity / (2.0 * dy * x)
        supply = g * (4.0 * u[-2] - u[-3])
        if np.isinf(kappa):
            u[-1] = 0.0
            speed = supply
        else:
            # Flux into front = speed * (bound density + excess left behind).
            b = kappa + 3.0 * g
            u[-1] = 2.0 * supply / (b + np.sqrt(b*b + 4.0*kappa*supply))
            speed = kappa * u[-1]
        second = (u[2:] - 2.0 * u[1:-1] + u[:-2]) / dy**2
        first = (u[2:] - u[:-2]) / (2.0 * dy)
        du_dt = diffusivity * second / x**2 + y[1:-1] * speed * first / x
        influx = g * (3.0 * u[0] - 4.0 * u[1] + u[2])
        return np.concatenate((du_dt / speed, [1.0 / speed, influx / speed]))

    front_excess = 0.0
    if np.isfinite(kappa):
        front_excess = excess / (1.0 + kappa * x_start / diffusivity)
    profile = excess + (front_excess - excess) * y
    initial = np.concatenate((profile[1:-1], [0.0, 0.0]))
    solution = solve_ivp(rates, (x_start, x_end), initial, method="BDF",
                         rtol=1e-7, atol=1e-10)
    assert solution.success, solution.message
    return solution.y[-2, -1], solution.y[-1, -1]


def close(value, reference, tolerance):
    return abs(value / reference - 1.0) < tolerance


# Round model parameters
h = 100.0
n_A = 3
omega_M, omega_P, omega_A = 0.016, 0.064, 0.016
D, delta = 800.0, 0.02
kappa = 8.0
x_old = 40.0
seed = 0.1  # numerical starting thickness, far below every final thickness

# Derived estimate
r = omega_P / omega_M
K = 2.0 * D * delta
k = K / r**2


def lifetime(thickness):
    return thickness**2 / k


tau, tau_thin, tau_half = lifetime(h), lifetime(0.9*h), lifetime(0.5*h)

# Full diffusion solution: lifetime and thickness scaling
sim, uptake = moving_front(seed, r*h, D, delta)
sim_thin, _ = moving_front(seed, r*0.9*h, D, delta)
sim_half, _ = moving_front(seed, r*0.5*h, D, delta)
assert close(sim, tau, delta)
assert close(sim, tau * (1.0 + delta/3.0), 5e-4)
assert close(sim_half / sim, 0.25, 1e-3)
assert close(sim_thin / sim, tau_thin / tau, 1e-3)

# Larger excess: the correction grows, but the quarter law remains
delta_big = 0.2
big, _ = moving_front(seed, r*h, D, delta_big)
big_half, _ = moving_front(seed, r*0.5*h, D, delta_big)
big_factor = big / ((r*h)**2 / (2.0*D*delta_big))
assert close(big_factor, 1.0 + delta_big/3.0, 3e-3)
assert close(big_half / big, 0.25, 1e-3)

# Finite interface rate; neglected terms have relative order delta
ell = kappa * delta / r
tau_slow = h**2/k + h/ell
tau_slow_half = (h/2)**2/k + (h/2)/ell
b_slow = k / (ell*h)
ratio_slow = (1.0 + 2.0*b_slow) / (4.0*(1.0 + b_slow))
slow, _ = moving_front(seed, r*h, D, delta, kappa)
slow_half, _ = moving_front(seed, r*h/2, D, delta, kappa)
assert close(slow, tau_slow, delta)
assert close(slow_half, tau_slow_half, delta)
assert close(slow_half / slow, ratio_slow, delta)

# Product already present; h is the metal still available
tau_old = h * (h + 2.0*x_old/r) / k
tau_old_half = (h/2) * (h/2 + 2.0*x_old/r) / k
old, _ = moving_front(x_old, x_old + r*h, D, delta)
old_half, _ = moving_front(x_old, x_old + r*h/2, D, delta)
assert close(old, tau_old, delta)
assert close(old_half, tau_old_half, delta)

# Overlayer consumed, obtained from the integrated flux at its interface
overlayer = n_A * h * omega_A / omega_M
overlayer_sim = uptake * n_A * omega_A / omega_P
assert close(overlayer_sim, overlayer * (1.0 + delta/2.0), 2e-3)

# Design thickness for twice the lifetime, checked by the full solution
h_double = np.sqrt(k * 2.0 * tau)
sim_double, _ = moving_front(seed, r*h_double, D, delta)
assert close(sim_double / sim, 2.0, 1e-3)

print("INPUTS")
print(f"initial metal thickness h = {h:.0f} nm")
print(f"A atoms per M atom n = {n_A:d}")
print(f"volume per M atom in metal = {omega_M:.3f} nm^3")
print(f"volume per product formula unit = {omega_P:.3f} nm^3")
print(f"volume per A atom in overlayer = {omega_A:.3f} nm^3")
print(f"diffusivity D = {D:.0f} nm^2/s")
print(f"relative mobile excess delta = {delta:.2f}")
print("ESTIMATE")
print(f"product/metal volume ratio r = {r:.2f}")
print(f"final product thickness = {r*h:.0f} nm")
print(f"product growth constant K = {K:.2f} nm^2/s")
print(f"metal consumption constant k = {k:.2f} nm^2/s")
print(f"lifetime at {h:.0f} nm = {tau:.0f} s")
print(f"same lifetime = {tau/60:.1f} min")
print(f"lifetime at {0.9*h:.0f} nm = {tau_thin:.0f} s")
print(f"lifetime at {0.5*h:.0f} nm = {tau_half:.0f} s")
print(f"same halved-barrier lifetime = {tau_half/60:.1f} min")
print(f"lifetime ratio, 90% thickness = {tau_thin/tau:.4f}")
print(f"lifetime ratio, half thickness = {tau_half/tau:.4f}")
print(f"mistaken lifetime h^2/K = {h**2/K:.1f} s")
print(f"thickness for twice the lifetime = {h_double:.1f} nm")
print(f"minimum overlayer, bound A only = {overlayer:.0f} nm")
print("FULL DIFFUSION SOLUTION")
print(f"lifetime at {h:.0f} nm = {sim:.1f} s")
print(f"lifetime at {0.5*h:.0f} nm = {sim_half:.1f} s")
print(f"halving ratio = {sim_half/sim:.5f}")
print(f"lifetime / simple estimate = {sim/tau:.5f}")
print(f"predicted factor 1+delta/3 = {1+delta/3:.5f}")
print(f"overlayer consumed = {overlayer_sim:.1f} nm")
print(f"larger test excess delta = {delta_big:.2f}")
print(f"its lifetime / simple estimate = {big_factor:.4f}")
print(f"its predicted factor 1+delta/3 = {1+delta_big/3:.4f}")
print(f"its halving ratio = {big_half/big:.5f}")
print("SLOW INTERFACE")
print(f"interface coefficient kappa = {kappa:.1f} nm/s")
print(f"linear consumption rate ell = {ell:.3f} nm/s")
print(f"parameter b = k/(ell*h) = {b_slow:.2f}")
print(f"formula lifetimes, h and h/2 = {tau_slow:.0f}, {tau_slow_half:.0f} s")
print(f"full lifetimes, h and h/2 = {slow:.1f}, {slow_half:.1f} s")
print(f"halving ratio, formula = {ratio_slow:.4f}")
print(f"halving ratio, full solution = {slow_half/slow:.4f}")
print("PRODUCT ALREADY PRESENT")
print(f"existing product thickness = {x_old:.0f} nm")
print(f"formula lifetimes, h and h/2 = {tau_old:.0f}, {tau_old_half:.0f} s")
print(f"full lifetimes, h and h/2 = {old:.1f}, {old_half:.1f} s")
print(f"halving ratio, formula = {tau_old_half/tau_old:.4f}")
print(f"halving ratio, full solution = {old_half/old:.4f}")
print("every check passed")
```

Output:

```
INPUTS
initial metal thickness h = 100 nm
A atoms per M atom n = 3
volume per M atom in metal = 0.016 nm^3
volume per product formula unit = 0.064 nm^3
volume per A atom in overlayer = 0.016 nm^3
diffusivity D = 800 nm^2/s
relative mobile excess delta = 0.02
ESTIMATE
product/metal volume ratio r = 4.00
final product thickness = 400 nm
product growth constant K = 32.00 nm^2/s
metal consumption constant k = 2.00 nm^2/s
lifetime at 100 nm = 5000 s
same lifetime = 83.3 min
lifetime at 90 nm = 4050 s
lifetime at 50 nm = 1250 s
same halved-barrier lifetime = 20.8 min
lifetime ratio, 90% thickness = 0.8100
lifetime ratio, half thickness = 0.2500
mistaken lifetime h^2/K = 312.5 s
thickness for twice the lifetime = 141.4 nm
minimum overlayer, bound A only = 300 nm
FULL DIFFUSION SOLUTION
lifetime at 100 nm = 5033.2 s
lifetime at 50 nm = 1258.3 s
halving ratio = 0.25000
lifetime / simple estimate = 1.00664
predicted factor 1+delta/3 = 1.00667
overlayer consumed = 302.9 nm
larger test excess delta = 0.20
its lifetime / simple estimate = 1.0650
its predicted factor 1+delta/3 = 1.0667
its halving ratio = 0.25000
SLOW INTERFACE
interface coefficient kappa = 8.0 nm/s
linear consumption rate ell = 0.040 nm/s
parameter b = k/(ell*h) = 0.50
formula lifetimes, h and h/2 = 7500, 2500 s
full lifetimes, h and h/2 = 7545.9, 2513.2 s
halving ratio, formula = 0.3333
halving ratio, full solution = 0.3331
PRODUCT ALREADY PRESENT
existing product thickness = 40 nm
formula lifetimes, h and h/2 = 6000, 1750 s
full lifetimes, h and h/2 = 6039.8, 1761.6 s
halving ratio, formula = 0.2917
halving ratio, full solution = 0.2917
every check passed
```
